\section*{Does transverse quantisation raise the resistance of a 20 nm copper line?}

\section*{Question}

I am looking at an electroplated copper line 20 nm wide and 40 nm high. Its resistivity is well above that of bulk copper, and I would like to understand why. My picture is a particle in a box: the electrons are confined in two directions, their transverse motion is quantised, and a narrow line has few conducting subbands left. Since each subband carries at most one conductance quantum per spin, the resistance must go up.

Is this the main reason? How many subbands are there, what ballistic resistance do they give, and how does the effect compare with scattering at the boundaries of the line?

\section*{Answer}

Confinement does quantise the transverse motion, but the width at which this matters is set by the Fermi wavelength $\lambda_F$. Surface scattering matters once the width is comparable with the mean free path $\lambda$. In copper these lengths differ by a factor of about eighty, so the two effects have to be calculated separately.

\subsection*{Model and bulk quantities}

Take free electrons of density $n=85\ \mathrm{nm^{-3}}$ and a bulk resistivity $\rho_0=17\ \mathrm{n\Omega\,m}$ at 300 K, both rough values for copper. The copper cross-section is a rectangle with $w=20$ nm, $h=40$ nm, area $A=wh=800\ \mathrm{nm^2}$ and perimeter $P=2(w+h)=120$ nm. The letter $h$ is the height throughout; Planck's constant is written $2\pi\hbar$.

Filling a sphere with two spins per state gives $n=k_F^3/3\pi^2$, hence $k_F=13.60\ \mathrm{nm^{-1}}$ and $\lambda_F=2\pi/k_F=0.462$ nm. With $1/\rho_0=ne^2\tau/m_e$, $\lambda=v_F\tau$ and $m_ev_F=\hbar k_F$,
\begin{equation}
\rho_0\lambda=\frac{m_ev_F}{ne^2}=\frac{\hbar k_F}{ne^2}=\frac{3\pi^2\hbar}{e^2k_F^2}.
\label{rholam}
\end{equation}
This gives $\lambda=38.7$ nm.

\subsection*{Counting the subbands}

With hard walls the transverse states are $\sin(\pi px/w)\sin(\pi qy/h)$, $p,q\ge1$. A subband conducts if
\begin{equation}
\kappa_{pq}^2=\left(\frac{\pi p}{w}\right)^2+\left(\frac{\pi q}{h}\right)^2<k_F^2 .
\end{equation}
Let $M$ be the number of such pairs. All integer pairs inside the full ellipse, including negative integers and zeros, number on average its area, $Ak_F^2/\pi$. They consist of $4M$ pairs off the axes, the pairs on the two axes, and the origin. The number of positive integers below $X$ is on average $X-\tfrac12$, so
\begin{equation}
\frac{Ak_F^2}{\pi}=4M+2\left(\frac{k_Fw}{\pi}-\frac12\right)+2\left(\frac{k_Fh}{\pi}-\frac12\right)+1 .
\end{equation}
Solving for $M$, with $2(w+h)=P$,
\begin{equation}
M=\frac{Ak_F^2}{4\pi}-\frac{Pk_F}{4\pi}+\frac14 .
\label{weyl}
\end{equation}
The first term is $11\,779$ and the whole expression $11\,649$; a direct count gives $11\,650$. The line therefore has more than ten thousand subbands. Since the first term equals $\pi A/\lambda_F^2$, a metal line has few subbands only if its sides approach $\lambda_F$, which here means atomic dimensions.

\subsection*{The ballistic resistance}

Each subband, with both spins, contributes a conductance $e^2/\pi\hbar$, or a resistance of $12\,906\ \Omega$. Keeping the area term of $M$ and using Eq.~\eqref{rholam},
\begin{equation}
R_b=\frac{\pi\hbar}{e^2M}\simeq\frac{4\pi^2\hbar}{e^2k_F^2A}=\frac{4}{3}\,\frac{\rho_0\lambda}{A}.
\label{rb}
\end{equation}
The right-hand side is $1.096\ \Omega$. It equals the bulk resistance of a length $4\lambda/3=51.6$ nm.

$R_b$ does not depend on the length of the line. It is the resistance of connecting a conductor of finite cross-section to wide reservoirs, and it varies as $1/A$ even when the subbands are treated as a continuum. A finite $R_b$ is thus no sign that discreteness matters. That effect is in the small departure of $M$ from its area term, and to find it one must decide what is held fixed.

\subsection*{Holding the electron number fixed}

Charge neutrality fixes the number of electrons per unit length at $N_L=nA$, not the Fermi wavenumber. Call the latter $K$ in the line. Subband $m$ is filled for axial wavenumbers between $-k_m$ and $k_m$, with $k_m=\sqrt{K^2-\kappa_m^2}$, so
\begin{equation}
N_L=\sum_m 2\,\frac{2k_m}{2\pi}=\frac{2}{\pi}\sum_m k_m .
\label{nl}
\end{equation}
By Eq.~\eqref{weyl}, the number of subbands with transverse wavenumber between $\kappa$ and $\kappa+d\kappa$ is $(A\kappa/2\pi-P/4\pi)\,d\kappa$; the constant $\tfrac14$ gives a smaller correction and is dropped. With $\int_0^K\kappa\sqrt{K^2-\kappa^2}\,d\kappa=K^3/3$ and $\int_0^K\sqrt{K^2-\kappa^2}\,d\kappa=\pi K^2/4$,
\begin{equation}
N_L=\frac2\pi\left(\frac{AK^3}{6\pi}-\frac{PK^2}{16}\right)=\frac{AK^3}{3\pi^2}-\frac{PK^2}{8\pi}.
\end{equation}
Set this equal to $nA=Ak_F^3/3\pi^2$ and write $K=k_F+\delta$. To first order,
\begin{equation}
\frac{Ak_F^2}{\pi^2}\,\delta=\frac{Pk_F^2}{8\pi}
\quad\Rightarrow\quad
\delta=\frac{\pi P}{8A}=0.0589\ \mathrm{nm^{-1}} .
\label{delta}
\end{equation}
The wave functions vanish at the wall, which leaves a depleted layer there, and the interior density rises to make up for it.

This puts the hard wall exactly at the edge of the positive charge. If each wall is instead moved out by $d$, the area available to the electrons grows by $Pd$ to first order. The interior keeps its bulk density if the added electrons cancel the perimeter term:
\begin{equation}
\frac{Pd\,k_F^3}{3\pi^2}=\frac{Pk_F^2}{8\pi}
\quad\Rightarrow\quad d=\frac{3\pi}{8k_F}=0.087\ \mathrm{nm}.
\end{equation}

The direct counts at fixed electron number are $11\,741$ for the edge wall and $11\,807$ for the moved wall. Relative to the area term they differ by $-0.3\%$ and $+0.2\%$. Even the sign of the effect on $R_b$ depends on a wall position uncertain by less than an atomic diameter. For the edge wall $R_b=1.099\ \Omega$.

\subsection*{Quantisation and the resistivity}

Long lines are diffusive, so the resistivity itself must be examined. To isolate quantisation, keep the walls perfectly smooth and let only pointlike elastic scatterers of fixed density act, the same in the line and in the bulk. They stand in for the phonons that dominate in copper at 300 K, so the numerical coefficient found below belongs to this model.

The rate from subband $m=(p,q)$ to $m'=(p',q')$ is proportional to the overlap of the two probability densities and to the final density of states, which is proportional to $1/k_{m'}$. For the $x$ direction, $\sin^2\theta=\tfrac12(1-\cos2\theta)$ gives
\begin{equation}
\int_0^w\frac{4}{w^2}\sin^2\frac{\pi px}{w}\,\sin^2\frac{\pi p'x}{w}\,dx
=\frac1w\left(1+\tfrac12\delta_{pp'}\right),
\end{equation}
because the single cosines integrate to zero and the product of cosines averages to $\tfrac12\delta_{pp'}$. With a constant $C$ for the scatterers, the total rate is
\begin{equation}
\Gamma_m=\frac{C}{A}\sum_{m'}\frac{(1+\frac12\delta_{pp'})(1+\frac12\delta_{qq'})}{k_{m'}} .
\label{gamma}
\end{equation}
Multiply out the numerator. The leading sum, with the same smooth density of subbands as before, is
\begin{equation}
\sum_{m'}\frac1{k_{m'}}=\int_0^K\frac{A\kappa/2\pi-P/4\pi}{\sqrt{K^2-\kappa^2}}\,d\kappa=\frac{AK}{2\pi}-\frac P8 .
\end{equation}
In the term with $\delta_{pp'}$ only $q'$ is summed. Treating $k_y=\pi q'/h$ as continuous and writing $a^2=K^2-(\pi p/w)^2$, it equals
\begin{equation}
\frac12\,\frac h\pi\int_0^{a}\frac{dk_y}{\sqrt{a^2-k_y^2}}=\frac12\,\frac h\pi\,\frac\pi2=\frac h4 .
\end{equation}
The term with $\delta_{qq'}$ gives $w/4$ in the same way. Together they are $(w+h)/4=P/8$ and cancel the perimeter term. The term with both deltas is a single term of the sum, negligible for a typical subband. Hence the smooth part of the rate is $\Gamma_m\simeq CK/2\pi$ for nearly all subbands, against $Ck_F/2\pi$ in the bulk. At a single energy the discrete sum scatters about this value and diverges at each subband edge, where one $k_{m'}$ goes to zero, so the result applies after averaging over an energy window that holds many edges.

After a collision $+k_{m'}$ and $-k_{m'}$ are equally likely, so no mean axial velocity survives and the relaxation time is $1/\Gamma_m$. One subband has $2/(\pi\hbar v_m)$ states per energy and length, counting spins and both directions, with $v_m=\hbar k_m/m_e$. The conductivity follows with Eq.~\eqref{nl}:
\begin{equation}
\sigma A=e^2\sum_m\frac{2}{\pi\hbar v_m}\,\frac{v_m^2}{\Gamma_m}
=\frac{2e^2}{\pi m_e\Gamma}\sum_mk_m=\frac{e^2N_L}{m_e\Gamma}.
\end{equation}
This is Drude's formula with a common rate $\Gamma$. Since $N_L=nA$ is fixed, the only change is in $\Gamma\propto K$:
\begin{equation}
\left(\frac{\Delta\rho}{\rho_0}\right)_{\rm quant}=\frac{\delta}{k_F}=\frac{\pi P}{8Ak_F}=0.43\% .
\label{quant}
\end{equation}
For the moved wall $K=k_F$, and the first-order change vanishes if the scatterers are taken to fill the enlarged box, as they are in the sums below. If the added layer holds no scatterers, the rate is slightly lower and a small negative first-order term remains.

The discrete sums in Eq.~\eqref{gamma}, averaged over the thermal energy window, give about $+0.4\%$ for this line; the next digit depends on how finely the energies near the subband edges are sampled. Averaged over 24 widths between 19 and 21 nm with $h=2w$, they give $+0.45\%$ where the formula gives $+0.43\%$, and $-0.04\%$ for the moved wall where it gives zero.

Individual subbands are not resolved either. Since $M\propto E$ to leading order, their mean spacing is $E_F/M=0.6$ meV. The thermal energy is 26 meV and the lifetime broadening $\hbar/\tau$ is 27 meV.

\subsection*{Surface scattering}

Now let a wall reflect specularly with probability $p$; from here on $p$ has this meaning. Otherwise the wall re-emits the electron with a probability per solid angle proportional to the cosine of the angle from the wall normal. This is how the electrons of an isotropic gas cross a surface, so diffuse walls leave the equilibrium distribution uniform and isotropic. Since $k_Fw=272\gg1$, classical trajectories are used.

A field along the line displaces the distribution of electrons arriving at a point in proportion to the axial distance they have covered since their direction was last randomised. That distance is $u_z\Lambda$, where $\mathbf u$ is the unit direction of motion and $\Lambda$ the mean path back to the last randomising event. The current contains another factor $u_z$, so $\sigma\propto\langle u_z^2\Lambda\rangle$, averaged over directions and positions. In the bulk $\Lambda=\lambda$ and $\langle u_z^2\rangle=\tfrac13$, hence $\sigma/\sigma_0=3\langle u_z^2\Lambda\rangle/\lambda$.

A specular reflection leaves $u_z$ unchanged. Replacing the reflected path by a straight line through mirror images of the line, one sees that a path $s$ covers $s|u_x|$ in the $x$ direction and crosses a wall every $w$. Write $s|u_x|/w=m+f$, with $m$ now an integer and $0\le f<1$. For a uniformly distributed starting point there are $m+1$ crossings with probability $f$ and $m$ with probability $1-f$. The mean probability that all were specular is
\begin{equation}
g(m+f)=p^m(1-f+pf).
\end{equation}
The starting coordinates $x$ and $y$ are independent, so the two directions multiply. A path $s$ is free of bulk collisions with probability $e^{-s/\lambda}$, and the mean path $\Lambda$ is the integral over $s$ of the probability that no randomising event has occurred within $s$. With $s=\lambda t$,
\begin{equation}
\frac{\sigma}{\sigma_0}=3\left\langle u_z^2\int_0^\infty e^{-t}\,
g\!\left(\frac{\lambda t|u_x|}{w}\right)g\!\left(\frac{\lambda t|u_y|}{h}\right)dt\right\rangle ,
\label{surface}
\end{equation}
where the brackets now average over directions. For this line Eq.~\eqref{surface} gives
\begin{equation}
\frac{\rho}{\rho_0}=2.36\ (p=0),\qquad 1.60\ (p=0.5),\qquad 1.11\ (p=0.9).
\end{equation}
An independent test followed 40\,000 random walkers with bulk collisions and wall reflections over a path of $100\lambda$ each and took the resistivity from their spread along the line. At $p=0.3$ it gave 1.90, and Eq.~\eqref{surface} gives 1.89.

\subsection*{Two limits}

\emph{Thick line, $\lambda\ll w,h$.} Then $g\simeq1-(1-p)\lambda t|u_x|/w$, and likewise for $y$. Using $\int_0^\infty te^{-t}dt=1$,
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq1-3(1-p)\lambda\left(\frac{\langle u_z^2|u_x|\rangle}{w}+\frac{\langle u_z^2|u_y|\rangle}{h}\right).
\end{equation}
With $x$ as polar axis and $c=|u_x|$ uniform on $[0,1]$, the mean of $u_z^2$ at given $c$ is $(1-c^2)/2$. Therefore $\langle u_z^2|u_x|\rangle=\int_0^1\tfrac12c(1-c^2)\,dc=\tfrac18$, and the same holds for $y$. Since $1/w+1/h=P/2A$,
\begin{equation}
\left(\frac{\Delta\rho}{\rho_0}\right)_{\rm surf}\simeq\frac{3(1-p)\lambda P}{16A}.
\label{first}
\end{equation}
Both first-order effects scale as $P/A$, so their ratio does not depend on the shape of the rectangle:
\begin{equation}
\frac{(\Delta\rho)_{\rm quant}}{(\Delta\rho)_{\rm surf}}
=\frac{\pi}{8k_F}\,\frac{16}{3(1-p)\lambda}
=\frac{\lambda_F}{3(1-p)\lambda}.
\label{ratio}
\end{equation}
For diffuse walls this is 0.004. The two become equal at $p=0.996$, so the conclusion fails only for almost perfectly smooth walls, where both effects are below one per cent here. In our line $\lambda/w\approx1.9$ is not small: Eq.~\eqref{first} gives a rise of 109\%, the full formula 136\%.

\emph{Thin line, $\lambda\gg w,h$, with $p=0$.} Electrons now travel from wall to wall, and $\Lambda$ is a length fixed by the cross-section. Then $\rho=\rho_0\lambda/(3\langle u_z^2\Lambda\rangle)$. By Eq.~\eqref{rholam} the product $\rho_0\lambda$ depends on electron density alone, so $\rho$ no longer depends on the purity or temperature of the bulk metal. It still rises as the cross-section shrinks, with no discreteness involved.

\subsection*{The contributions in ohms}

For a line of length $1\ \mu$m the bulk part is
\begin{equation}
\frac{\rho_0L}{A}=\frac{(17\times10^{-9}\ \Omega\,\mathrm m)(10^{-6}\ \mathrm m)}{800\times10^{-18}\ \mathrm{m^2}}=21.3\ \Omega .
\end{equation}
Diffuse surfaces add $1.364\times21.25\ \Omega=29.0\ \Omega$. Quantisation with the edge wall adds $0.08\ \Omega$, over three hundred times less. A contact resistance close to the ballistic value of $1.1\ \Omega$ enters once for the whole line. It is important when the resistance of the line itself is no larger, which means lengths up to about 52 nm at the bulk resistivity and about $51.6/2.36=22$ nm with diffuse walls, but it is not a growth of resistivity.

Keeping $h=2w$ and $p=0$, the widths 40, 20 and 10 nm give $\rho/\rho_0=1.66$, 2.36 and 3.74 from surfaces. The first-order quantisation terms are 0.22\%, 0.43\% and 0.87\%.

\subsection*{Grain boundaries}

The internal boundaries of a plated film also scatter. Treat each as a barrier that reflects a fraction $r$ in every subband, and add intensities rather than amplitudes. Two barriers with $T_i=1-r_i$ transmit $T=T_1T_2/(1-r_1r_2)$ after summing the repeated reflections between them. Then
\begin{equation}
\frac{1-T}{T}=\frac{1-r_1r_2-(1-r_1)(1-r_2)}{T_1T_2}
=\frac{r_1T_2+r_2T_1}{T_1T_2}=\frac{r_1}{T_1}+\frac{r_2}{T_2}.
\end{equation}
The second step uses $r_1+r_2-2r_1r_2=r_1(1-r_2)+r_2(1-r_1)$. The total resistance is $R_b/T=R_b+R_b(1-T)/T$, so each boundary adds $R_br/(1-r)$. The ballistic resistance thus sets the scale of a grain boundary's resistance. For an assumed $r=0.25$ this is $1.099\ \Omega/3=0.37\ \Omega$. If this is simply added to the resistance from bulk scattering, which is an approximation, one boundary every 40 nm raises the resistivity by 43\% of $\rho_0$, about a hundred times the quantisation term.

\subsection*{How close is this to a real line?}

The dimensions are those of a narrow chip interconnect. The specularity, grain length and grain reflection depend on processing and are assumed here, so the factor 2.36 is the diffuse-wall value of this model and not a prediction for a particular line. That factor leaves out the grain boundaries. It also leaves out any liner: if 20 by 40 nm is the trench and a 2 nm liner of negligible conductance covers three sides, the loss of copper area alone multiplies the resistance by 1.32. At 375 K, with a rough 0.4\% per kelvin for the bulk, $\rho_0$ rises by a factor 1.30 while the diffuse-surface ratio falls from 2.36 to 2.04, because $\lambda$ is shorter. Copper's Fermi surface is not a sphere. As a measure of what that can do, a half-filled nearest-neighbour fcc $s$ band, which is not copper's actual band structure, has 0.82, 0.94 and 0.98 times the free-electron number of subbands per area along [100], [110] and [111]. That may shift $R_b$ by some twenty per cent, but it leaves thousands of subbands. Quantum corrections to the rough-wall scattering itself have not been calculated here.

So your box picture is sound, but it answers a different question. The subbands are there, in such numbers that their discreteness hardly affects the resistance. What raises the resistivity is that electrons lose their forward motion at surfaces and grain boundaries before they have covered a bulk mean free path. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electron density (rough copper)      85 nm^-3
bulk resistivity (rough copper)      17.0 nohm m
temperature                          300 K
line width, height                   20, 40 nm
Fermi wavenumber                     13.602 nm^-1
Fermi wavelength                     0.4619 nm
Fermi energy                         7.049 eV
Fermi velocity                       1.575e+06 m/s
bulk mean free path                  38.67 nm
scattering time                      24.6 fs
subbands, area term only             11779.0
subbands, smooth count               11649.3
subbands, direct count, bulk kF      11650
subbands, fixed number, edge wall    11741
subbands, fixed number, moved wall   11807
wall displacement                    0.0866 nm
rise of kF with edge wall            0.0592 nm^-1
  same, first-order formula          0.0589 nm^-1
mean subband spacing                 0.605 meV
thermal energy kT                    25.85 meV
lifetime broadening hbar/tau         26.80 meV
resistance of one subband            12906.4 ohm
ballistic resistance, edge wall      1.0993 ohm
  same, from 4 rho0 lam/(3A)         1.0957 ohm
length with equal bulk resistance    51.6 nm
quantisation, this line              +0.375 %
quantisation, first-order formula    +0.433 %
quantisation, mean over 19-21 nm     +0.451 %
  formula, mean over 19-21 nm        +0.433 %
  same mean, moved wall              -0.037 %
surface rho/rho0 at p = 0.0          2.364
surface rho/rho0 at p = 0.5          1.603
surface rho/rho0 at p = 0.9          1.111
surface first-order rise, p = 0      108.8 %
simulated rho/rho0 at p = 0.3        1.898
formula rho/rho0 at p = 0.3          1.886
quantisation/surface ratio, p = 0    0.00398
p at which first-order rises match   0.9960
1 um line: bulk part                 21.25 ohm
1 um line: surface part, p = 0       28.99 ohm
1 um line: quantisation part         +0.080 ohm
w=40 nm, h=2w: quantum 0.22 %, surface rho/rho0 1.662
w=20 nm, h=2w: quantum 0.43 %, surface rho/rho0 2.364
w=10 nm, h=2w: quantum 0.87 %, surface rho/rho0 3.739
grain length, reflection (assumed)   40 nm, 0.25
resistance per grain boundary        0.366 ohm
grain-boundary rise of resistivity   43.1 %
bulk resistivity factor at 375 K     1.30
surface rho/rho0 at 375 K, p = 0     2.041
area factor, 2 nm liner on 3 sides   1.316
fcc s-band subbands / free value, 100, 110, 111: 0.815, 0.937, 0.978
\end{verbatim}
